# Nonpolar optical scattering at high temperature: equivalence with acoustic deformation-potential scattering

## Definitions and conventions

A carrier in a parabolic valley has energy $E$ above the band edge and mass $m$. The crystal has volume $V$ and mass density $\rho$, and $k$ in the product $kT$ is Boltzmann's constant; elsewhere $k=|\mathbf k|$ is a wave number. The carriers are nondegenerate, so final states are taken as empty.

Phonon scattering of the kind treated here conserves spin, so the density of states needed is that of one spin and one valley. A sphere of radius $k$ holds $k^3/(6\pi^2)$ states per volume. With $k=\sqrt{2mE}/\hbar$, differentiation with respect to $E$ gives

$$g(E)=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}\quad(E>0),\qquad g(E)=0\quad(E<0).$$

An optical phonon has one frequency $\omega$ for all wave vectors $\mathbf q$. Its displacement $u$ shifts the carrier's energy by $D_0u$, with $D_0$ an energy per length. The amplitude $u$ is normalized so that the kinetic energy density is $\rho\dot u^2/2$; another normalization would change the value of $D_0$. A longitudinal acoustic phonon has frequency $sq$, and its strain shifts the energy by $\Xi\,\nabla\cdot\mathbf u$, with $\Xi$ an energy.

The claim is that for $kT\gg\hbar\omega$ both mechanisms give a scattering rate proportional to $T\sqrt E$, and that $D_0/\omega$ stands where $\Xi/s$ stands. It will turn out that $E\gg\hbar\omega$ is needed too.

## Simple case: a classical, slowly moving lattice

Suppose first that the lattice is classical and that its motion exchanges negligible energy with the carrier. Write $u(\mathbf r)=\sum_{\mathbf q}u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $u_{-\mathbf q}=u_{\mathbf q}^*$ because $u$ is real. The potential energy of the lattice is

$$\frac{\rho}{2}\int\omega^2u^2\,d^3r=\frac{\rho V}{2}\sum_{\mathbf q}\omega^2|u_{\mathbf q}|^2 .$$

The pair $\mathbf q,-\mathbf q$ contributes $\rho V\omega^2|u_{\mathbf q}|^2$ and contains two real coordinates, the real and imaginary parts of $u_{\mathbf q}$. Equipartition gives each $kT/2$, so

$$\langle|u_{\mathbf q}|^2\rangle=\frac{kT}{\rho V\omega^2}.$$

The optical potential therefore has the mean-square Fourier component

$$\langle|U_{\mathbf q}|^2\rangle_{\rm op}=\frac{D_0^2kT}{\rho V\omega^2}.$$

For the acoustic mode the frequency is $sq$, and the divergence multiplies the amplitude by $iq$:

$$\langle|U_{\mathbf q}|^2\rangle_{\rm ac}=\Xi^2q^2\,\frac{kT}{\rho Vs^2q^2}=\frac{\Xi^2kT}{\rho Vs^2}.$$

The factor $q^2$ from the strain cancels that from the softness of long waves. Both potentials are thus uncorrelated from point to point, and they have equal strength when $D_0/\omega=\Xi/s$.

For a static potential the golden rule is $1/\tau=(2\pi/\hbar)\sum_{\mathbf k'}|U|^2\delta(E'-E)$, and the sum of the delta function is $Vg(E)$. Hence

$$\frac1{\tau_{\rm op}}=\frac{2\pi D_0^2kT}{\hbar\rho\omega^2}\,g(E),\qquad(1)$$

$$\frac1{\tau_{\rm ac}}=\frac{2\pi\Xi^2kT}{\hbar\rho s^2}\,g(E).\qquad(2)$$

What remains is to find when a quantum phonon, which takes or gives a finite energy $\hbar\omega$, reduces to (1).

## Generalization: quantum optical phonons

The quantized amplitude is

$$u_{\mathbf q}=\sqrt{\frac{\hbar}{2\rho V\omega}}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),\qquad N=\frac1{e^{\hbar\omega/kT}-1}.$$

Its mean square is $\hbar(2N+1)/(2\rho V\omega)$. For $kT\gg\hbar\omega$, $2N+1\to2kT/\hbar\omega$, and the classical value $kT/(\rho V\omega^2)$ returns.

The squared matrix element is $\hbar D_0^2/(2\rho V\omega)$ times $N$ for absorption and times $N+1$ for emission. The final energies are $E+\hbar\omega$ and $E-\hbar\omega$. Summing over final states with the golden rule,

$$\frac1{\tau_{\rm op}}=\frac{2\pi}{\hbar}\,\frac{\hbar D_0^2}{2\rho\omega}\left[Ng(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right],$$

or

$$\frac1{\tau_{\rm op}}=\frac{\pi D_0^2}{\rho\omega}\left[Ng(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right].\qquad(3)$$

Below $E=\hbar\omega$ the emission term is zero.

An ellipsoidal valley changes little. If $E=\sum_i\hbar^2k_i^2/2m_i$, put $k_i=\sqrt{m_i/m}\,\kappa_i$. The energy becomes $\hbar^2\kappa^2/2m$, and the volume element is unchanged if $m^3=m_1m_2m_3$. Equation (3) then holds with this density-of-states mass.

For scattering between equivalent valleys, $\mathbf k'$ is measured from the final minimum. The rate is (3) multiplied by the number of final valleys, with $D_0$ and $\omega$ those of the phonon that connects the minima.

### Why this is also the momentum-relaxation rate

A weak field adds to the equilibrium distribution a part $f_1(\mathbf k)$ that is odd in $\mathbf k$. Collisions change it at the rate

$$\sum_{\mathbf k'}\left[W(\mathbf k'\!\to\mathbf k)f_1(\mathbf k')-W(\mathbf k\to\mathbf k')f_1(\mathbf k)\right].$$

Because the coupling is constant, $W(\mathbf k'\to\mathbf k)$ depends on the two energies but not on the directions. The contributions of $\mathbf k'$ and $-\mathbf k'$ to the first term cancel. What is left is $-f_1/\tau_{\rm op}$, with the rate (3). The argument nowhere requires elastic collisions. It holds for intervalley scattering as well, since $f_1$ is odd about each minimum.

### Test on the cold limit

For $kT\ll\hbar\omega$ nearly all carriers lie below the emission threshold, and $N\simeq e^{-\hbar\omega/kT}$. A typical carrier has $E\ll\hbar\omega$, so

$$\frac1{\tau_{\rm op}}\simeq\frac{\pi D_0^2}{\rho\omega}\,e^{-\hbar\omega/kT}g(\hbar\omega).$$

This rate is activated in temperature and nearly independent of energy. It has neither of the dependences in (2), so the equivalence belongs to the hot limit.

## The acoustic side with quantum phonons

For the acoustic phonon, $\omega$ becomes $sq$ and $D_0$ becomes $\Xi q$:

$$|M|^2=\frac{\hbar\Xi^2q}{2\rho Vs}\times(N_q\ \text{or}\ N_q+1).$$

If $\hbar sq\ll kT$, both occupation factors are close to $kT/(\hbar sq)$. Each process then has

$$|M|^2=\frac{\Xi^2kT}{2\rho Vs^2},$$

with no dependence on $q$. If the phonon energy is also small beside $E$, absorption and emission both lead to $g(E)$. Their sum doubles $|M|^2$ and gives (2). Since the matrix element is then isotropic, (2) is also the momentum-relaxation rate, by the argument above.

The energy exchanged can be estimated from the geometry of a spherical valley. In a nearly elastic collision through the angle $\theta$, $q^2=2k^2(1-\cos\theta)$. Averaged over isotropic final directions this is $2k^2$, so the root-mean-square phonon energy is

$$\hbar s\sqrt{2k^2}=\sqrt{4ms^2E}.\qquad(4)$$

The largest, at $q=2k$, is $\sqrt{8ms^2E}$. In an ellipsoidal valley, averaging over initial and final states on the energy surface puts $(m_1+m_2+m_3)/3$ in place of $m$ in (4). The acoustic assumptions hold when this is small compared with $kT$ and $E$.

## The hot limit and its first error

Define $x=\hbar\omega/kT$ and $\varepsilon=E/kT$, and let $R$ be the full optical rate (3) divided by the limiting rate (1). The common factor $D_0^2$ cancels. Since $g\propto\sqrt E$,

$$R=\frac x2\left[N\sqrt{1+\frac x\varepsilon}+(N+1)\sqrt{1-\frac x\varepsilon}\right],\qquad(5)$$

where the second root is replaced by zero when $\varepsilon<x$.

Take $\varepsilon$ fixed and $x$ small. From $e^x-1=x(1+x/2+x^2/6+\dots)$,

$$N=\frac1x\left(1-\frac x2-\frac{x^2}6+\frac{x^2}4+\dots\right)=\frac1x-\frac12+\frac x{12}+\dots$$

and therefore $2N+1=2/x+x/6+\dots$. With $y=x/\varepsilon$, the roots are $\sqrt{1\pm y}=1\pm y/2-y^2/8+\dots$. The bracket in (5) becomes

$$(2N+1)\left(1-\frac{y^2}8\right)-\frac y2 ,$$

because the terms linear in $y$ carry the factor $N-(N+1)=-1$. Multiplying by $x/2$ and keeping second order,

$$R=1+x^2\left[\frac1{12}-\frac1{4\varepsilon}-\frac1{8\varepsilon^2}\right]+O(x^4).\qquad(6)$$

No odd powers appear: reversing the sign of $x$ turns $N$ into $-(N+1)$ and exchanges the roots, which leaves (5) unchanged.

So $R\to1$, and (3) becomes (1). Comparison with (2) gives

$$\frac{D_0}{\omega}\longleftrightarrow\frac{\Xi}{s},\qquad \Xi_{\rm eq}=\frac{D_0s}{\omega},$$

with no further numerical factor. The occupation factors are $kT/\hbar\omega-1/2$ for absorption and $kT/\hbar\omega+1/2$ for emission, and the final densities of states are $g(E)(1\pm\hbar\omega/2E)$, each to first order. Both pairs of corrections are opposite and cancel in the sum, so the limit is approached quadratically.

### Test near the band edge

The expansion assumed $x\ll\varepsilon$, that is, $E\gg\hbar\omega$. Below the threshold (5) gives

$$R=\frac{xN}{2}\sqrt{1+\frac{\hbar\omega}{E}},$$

which diverges as $E\to0$. A carrier at rest can still absorb a phonon and reach states at $\hbar\omega$, whereas the limiting rate vanishes with $g(E)$. High temperature does not remove this failure; it reduces the fraction of carriers affected. That fraction, the Maxwellian weight below $\hbar\omega$, is

$$\frac{2}{\sqrt\pi}\int_0^x\sqrt\varepsilon\,e^{-\varepsilon}d\varepsilon\simeq\frac{4x^{3/2}}{3\sqrt\pi}\quad(x\ll1).$$

## From rate to mobility

In a field $F$ along a principal axis $i$, the steady state of electrons obeys $-eFv_i\,\partial f_0/\partial E=-f_1/\tau$. With $\partial f_0/\partial E=-f_0/kT$ this gives $f_1=-eF\tau v_if_0/kT$. The drift speed per field is therefore $\mu_i=e\langle v_i^2\tau\rangle_0/kT$, where the subscript denotes a Maxwellian average. On a surface of constant energy $v_i^2$ averages to $2E/3m_i$, and the states have weight $\sqrt E$. Thus

$$\mu_i=\frac{e\langle\tau\rangle}{m_i},\qquad
\langle\tau\rangle=\frac{\int_0^\infty\tau\,\varepsilon^{3/2}e^{-\varepsilon}d\varepsilon}{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon}d\varepsilon}.$$

For equally filled valleys along the cubic axes, $m_i$ is replaced by $m_c$, where $1/m_c=(1/m_l+2/m_t)/3$, with $m_l$ and $m_t$ the longitudinal and transverse masses.

In the hot limit $\tau=\tau(kT)\,\varepsilon^{-1/2}$. The numerator contains $\int\varepsilon e^{-\varepsilon}d\varepsilon=1$, and the denominator is $3\sqrt\pi/4$, so

$$\langle\tau\rangle=\frac{4}{3\sqrt\pi}\,\tau(kT).\qquad(7)$$

Since $1/\tau(kT)\propto T\,g(kT)\propto T^{3/2}$, both mechanisms give $\mu\propto T^{-3/2}$.

The ratio of the full optical mobility to its limit is $\int\varepsilon e^{-\varepsilon}R^{-1}d\varepsilon$. By (6), $R^{-1}-1$ contains $x^2/(8\varepsilon^2)$, whose contribution behaves as $(x^2/8)\int d\varepsilon/\varepsilon$. The exponential cuts this off near $\varepsilon=1$, and the failure of the expansion cuts it off near $\varepsilon=x$. The region $\varepsilon\sim x$ itself adds a term of order $x^2$. Hence

$$\frac{\mu}{\mu_{\rm limit}}=1+\frac{x^2}8\ln\frac1x+O(x^2).$$

The slow carriers thus leave a logarithm, but they do not spoil the limit.

## What does not carry over

Equal momentum relaxation does not mean equal energy exchange. Each optical collision changes the energy by $\hbar\omega$, whatever $E$ is. The acoustic exchange (4) grows as $\sqrt E$. One therefore cannot use $\Xi_{\rm eq}$ in an acoustic energy-loss formula to describe carrier heating by optical phonons.

## Numbers: two phonons in silicon

The example uses rough typical parameters for electrons in silicon: $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, which give $m=0.321\,m_0$ and $m_c=0.258\,m_0$; $\rho=2.33$ g/cm³, $s=9\times10^5$ cm/s and $\Xi=9$ eV. Two intervalley phonons are considered, both connecting opposite valleys on the same axis, so there is one final valley. The soft one has $\hbar\omega=12$ meV and $D_0=5\times10^7$ eV/cm; the hard one has 61 meV and $1.1\times10^9$ eV/cm. At 300 K, $kT=25.85$ meV.

For the soft phonon $\omega=1.823\times10^{13}$ s⁻¹, and

$$\Xi_{\rm eq}=\frac{(5\times10^7)(9\times10^5)}{1.823\times10^{13}}\ {\rm eV}=2.47\ {\rm eV}.$$

Equation (2) with $\Xi=9$ eV gives $2.07\times10^{12}$ s⁻¹ at $E=1.5\,kT=38.8$ meV. The soft phonon's limiting rate is smaller by $(2.468/9)^2=0.0752$, which makes it $1.56\times10^{11}$ s⁻¹.

For the full rate, $x=0.464$, $N=1.693$ and $x/\varepsilon=0.309$. Equation (5) gives

$$R=0.232\,(1.693\times1.144+2.693\times0.831)=0.97,$$

so the full rate is $1.51\times10^{11}$ s⁻¹. At other energies, still at 300 K, the ratio is:

| $E$ (meV) | 1 | 5 | 12 | 20 | 50 | 100 |
|---|---|---|---|---|---|---|
| $R$ | 1.42 | 0.72 | 0.56 | 0.89 | 0.98 | 1.00 |

The minimum among these entries is at the threshold, where emission is just closed. The rise towards lower energy is the band-edge divergence. About 18% of the carriers lie below the threshold.

For the limiting mobility, the rate at $kT$ is $1.56\times10^{11}/\sqrt{1.5}=1.27\times10^{11}$ s⁻¹, so $\tau(kT)=7.85$ ps. Equation (7) gives $\langle\tau\rangle=0.752\times7.85=5.91$ ps, and $e\langle\tau\rangle/m_c$ is $4.02\times10^4$ cm²/Vs. Numerical integration with the full rate gives $4.38\times10^4$ cm²/Vs, or 9% more. The logarithmic term alone would supply 2%; at this $x$ the other terms of order $x^2$ and beyond are larger.

The hard phonon has $x=2.36$, and 81% of the carriers are below its threshold. Its formal $\Xi_{\rm eq}$ is 10.7 eV, but at $1.5\,kT$ the full rate is $5.8\times10^{11}$ s⁻¹ against a limiting $2.9\times10^{12}$ s⁻¹. The limit overstates the scattering fivefold. The mobility from this phonon alone is 7550 cm²/Vs, while the limit would give 2150 cm²/Vs.

The approach to the common power law shows in the local exponent $d\ln\mu/d\ln T$, obtained by numerical differentiation with one phonon acting at a time:

| $T$ (K) | soft phonon | hard phonon |
|---|---|---|
| 150 | −1.98 | −5.18 |
| 300 | −1.65 | −3.30 |
| 600 | −1.54 | −2.21 |

The soft phonon is close to the acoustic value −1.5 at 600 K. The hard one is not, even there. Energy exchange differs even where the rates match: at $1.5\,kT$ and 300 K the acoustic root-mean-square value (4) is 4.8 meV for a spherical valley of mass $m$ and 5.6 meV for the ellipsoidal one, against 12 meV for the soft phonon.

### Reading the model beside real silicon

With the rates added before averaging, acoustic scattering and the hard phonon give 2010 cm²/Vs at 300 K; including the soft phonon gives 1920 cm²/Vs. Lightly doped silicon has an electron mobility of roughly 1400 cm²/Vs. The model omits the phonons that connect valleys on different axes and any further phonons between opposite valleys, and their added rate would lower its result. Coupling to shear strain, impurities and strong fields are also omitted, so 1920 cm²/Vs is not a prediction.

The weakest assumption for the soft phonon is its constant coupling. Crystal symmetry forbids that coupling between the valley minima, so $D_0$ here is an effective fitting constant. A coupling $D_1|\mathbf k'-\mathbf k|$, with both wave vectors measured from their minima, has a mean square proportional to $k^2+k'^2$, which is nearly $2k^2$ in the hot limit. The rate then goes as $TE^{3/2}$, and the acoustic match is lost. Matching the soft phonon's rate at $1.5\,kT$ requires $D_1=6.2$ eV in a spherical valley of mass $m$, or 5.4 eV when the coupling is averaged over the ellipsoidal energy surfaces; at $3\,kT$ the first-order rate is then twice the constant-coupling one. These statements concern the scattering rate. The squared coupling contains $-2\mathbf k\cdot\mathbf k'$ and favours backward scattering, so the in-scattering term no longer cancels. In a spherical valley the momentum-relaxation rate is larger than the scattering rate by $\langle(1-\cos\theta)^2\rangle/\langle1-\cos\theta\rangle=4/3$ in the elastic limit.

For the total mobility this assumption matters little, because the soft phonon contributes little to it: with $D_1=6.2$ eV in a spherical valley and the in-scattering kept, the total falls from 1920 to about 1880 cm²/Vs, or 2%; some other neglected effects matter more. A nonparabolicity of 0.5 eV⁻¹, meaning $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha$ of that size, raises the density of states by 5% at $1.5\,kT$. It also lowers the velocity at a given energy, and together these changes reduce the model's total mobility by about 12%. Keeping the Bose factor and the energy exchange in a numerical integral over $q$ changes the acoustic rate at $1.5\,kT$ by about 1%. Longitudinal sound speeds between roughly $8.4$ and $9.4\times10^5$ cm/s, according to direction, correspond to a factor 1.25 in the acoustic rate. At $10^{15}$ electrons per cm³ the band-edge occupation is about $4\times10^{-5}$, so degeneracy is negligible.

Numerical values quoted here were computed with a short program.
